# Logarithmic growth of heat conductivity in a two-dimensional crystal

A classical model of the in-plane vibrations of a graphene-like sheet, with diffuse edges and a round scattering strength taken to apply at 300 K, gives a conductivity of about 4860 W/(m K) for a ribbon 10 µm wide, 6740 W/(m K) for 100 µm and 8630 W/(m K) for 1 mm. Each tenfold widening adds about 1890 W/(m K). Yet the vibrations at the top of the spectrum travel only 58 nm between collisions, so one might expect a ribbon 10 µm wide to behave like bulk material.

The explanation is that the model has no finite bulk conductivity. Its long waves are scattered so weakly that something else, here the sample edges, must limit them. If the edges scatter all wavelengths alike, the conductivity then grows as the logarithm of the size. This is a property of the model: in real graphene, out-of-plane vibrations, left out here, can end the growth. This is derived below in two ways: with an assumed boundary scattering rate, and by solving the transport equation across a ribbon.

## The model and its heat current

The crystal has $N$ acoustic branches with $\omega=vq$, where $v$ is the sound speed, up to a cutoff $\omega_D=vq_D$. Collisions inside the crystal relax the heat current of a mode at the rate

$$\frac1\tau=A\omega^2 .$$

The coefficient $A$ depends on temperature, which is held fixed while the size changes. The rate must describe relaxation of the current. Collisions that conserve total phonon momentum redistribute it among modes without removing it, and a crystal dominated by them needs a different treatment.

The modes are classical: the equilibrium occupation is $n_0=k_BT/\hbar\omega$, so each mode has heat capacity $\hbar\omega\,\partial n_0/\partial T=k_B$. No electromagnetic quantity enters.

Let a small uniform gradient $T'=dT/dx$ act on an unbounded sheet, and write the occupation as $n_0+n_1$. To first order in $T'$, drift is balanced by relaxation:

$$v\cos\theta\,\frac{\partial n_0}{\partial T}T'=-\frac{n_1}{\tau},$$

where $\theta$ is the angle between the wavevector and $x$. The spatial change of $n_1$ along $x$ is of second order and drops out. The heat current per unit width is

$$J=N\int\!\frac{d^2q}{(2\pi)^2}\,\hbar\omega\,v\cos\theta\,n_1
=-T'N\int\!\frac{d^2q}{(2\pi)^2}\,k_Bv^2\cos^2\theta\,\tau .$$

The sheet conductivity is $\kappa=-J/T'$, in W/K; division by a thickness gives the usual W/(m K). With $d^2q=q\,dq\,d\theta$, $\int_0^{2\pi}\cos^2\theta\,d\theta=\pi$ and $v^2q\,dq=\omega\,d\omega$,

$$\kappa=\frac{Nk_B}{4\pi}\int_0^{\omega_D}\omega\,\tau(\omega)\,d\omega. \tag{1}$$

For $\tau=1/(A\omega^2)$ the integrand is $1/(A\omega)$. Every factor of $e$ in frequency contributes equally, and the integral diverges at its lower end. There are few long waves, but their mean free paths grow fast enough to compensate.

## First derivation: a boundary scattering rate

A phonon in a sample of size $L$ reaches a boundary after a time of order $L/v$. The simplest description adds a boundary rate to the intrinsic one:

$$\frac1\tau=A\omega^2+\frac vL .$$

This takes the two processes as independent and ignores the direction of travel. Inserting it in (1) and substituting $z=A\omega^2+v/L$, with $dz=2A\omega\,d\omega$, gives

$$\kappa=\frac{Nk_B}{8\pi A}\int_{v/L}^{A\omega_D^2+v/L}\frac{dz}{z}
=\kappa_0\ln\!\left(1+\frac L{\Lambda_D}\right), \tag{2}$$

$$\kappa_0=\frac{Nk_B}{8\pi A},\qquad \Lambda_D=\frac v{A\omega_D^2}.$$

The length $\Lambda_D$ is the intrinsic mean free path at the cutoff. For $L\gg\Lambda_D$, (2) becomes $\kappa_0\ln(L/\Lambda_D)$, which grows without limit.

The two rates are equal at the crossover frequency

$$\omega_c=\sqrt{\frac v{AL}} .$$

Modes well above $\omega_c$ are limited by the crystal, and modes well below it by the boundary. Enlarging the sample lowers $\omega_c$ and admits another band of long waves. Since $\ln(\omega_D/\omega_c)=\tfrac12\ln(L/\Lambda_D)$, an $e$-fold of frequency is worth $2\kappa_0$ and an $e$-fold of size is worth $\kappa_0$.

In the opposite limit, $L\ll\Lambda_D$, expanding the logarithm gives

$$\kappa\simeq\kappa_0\frac L{\Lambda_D}=\frac{Nk_B\omega_D^2}{8\pi v}L .$$

The coefficient $A$ has cancelled: boundaries limit all the modes.

Two dimensions are the marginal case for this scattering law. In $d$ dimensions the mode count changes $\omega\,d\omega$ in (1) to $\omega^{d-1}d\omega$. In one dimension,

$$\int_0^{\omega_D}\!\frac{d\omega}{A\omega^2+v/L}
=\sqrt{\frac L{Av}}\arctan\frac{\omega_D}{\omega_c},$$

which grows as $\sqrt L$ because the arctangent tends to $\pi/2$. In three dimensions the integrand $\omega^2/(A\omega^2+v/L)$ tends to $1/A$, and the integral tends to the finite value $\omega_D/A$.

## Second derivation: phonons in a ribbon

Now let the boundary act where it is. The sheet is a ribbon, $0<y<W$, with the gradient along its length $x$. It is long compared with the phonon paths that matter, so the contacts play no part. Its edges are diffuse: a phonon leaving an edge has the local equilibrium distribution and no memory of its arrival. The intrinsic rate is $A\omega^2$ and no boundary rate is added.

Write the deviation as its unbounded-sheet value times an unknown factor $h$:

$$n_1=-\tau v\cos\theta\,\frac{\partial n_0}{\partial T}T'\,h(y,\theta).$$

The transport equation gains the term $v\sin\theta\,\partial n_1/\partial y$. Division by $v\cos\theta(\partial n_0/\partial T)T'$ leaves

$$\Lambda\sin\theta\,\frac{\partial h}{\partial y}+h=1,\qquad \Lambda=v\tau=\frac v{A\omega^2}.$$

Because $n_1$ is odd in $\cos\theta$, it carries no net energy density. A temperature independent of $y$ is therefore consistent.

For upward phonons, $\sin\theta>0$, the edge condition is $h(0,\theta)=0$, so

$$h=1-e^{-y/(\Lambda\sin\theta)} .$$

Downward phonons have the mirror image of this profile. With $u=W/(\Lambda|\sin\theta|)$, the average over the width is

$$g_0(u)=\frac1W\int_0^W h\,dy=1-\frac{1-e^{-u}}u .$$

Wide ribbons have $g_0\to1$; for small $u$, $g_0\simeq u/2$. Placing this factor inside the angular integral that led to (1) gives

$$\kappa=\frac{Nk_B}{4\pi^2A}\int_0^{2\pi}\!d\theta\cos^2\theta
\int_0^{\omega_D}\!\frac{d\omega}\omega\,g_0(u).$$

At fixed angle $u\propto\omega^2$, hence $d\omega/\omega=du/(2u)$. Therefore

$$\kappa=\frac{\kappa_0}\pi\int_0^{2\pi}\!d\theta\cos^2\theta\,I(U),\quad
I(U)=\int_0^U\!\frac{g_0(u)}u\,du,\quad U=\frac W{\Lambda_D|\sin\theta|}.$$

The lower limit is now harmless, because $g_0/u\to1/2$.

To evaluate $I$, write $g_0/u=(u-1+e^{-u})/u^2$ and integrate by parts:

$$I(U)=-1+\frac{1-e^{-U}}U+\int_0^U\frac{1-e^{-u}}u\,du .$$

The contribution at $u=0$ vanishes because $u-1+e^{-u}\simeq u^2/2$. A second integration by parts gives

$$\int_0^U\!\frac{1-e^{-u}}u\,du=(1-e^{-U})\ln U-\int_0^U e^{-u}\ln u\,du .$$

For large $U$ the last integral tends to $\Gamma'(1)=-\gamma$, where $\gamma=0.5772$ is Euler's constant. Thus, apart from exponentially small terms,

$$I(U)=\ln U+\gamma-1+\frac1U .$$

The angular average of $\ln U$ requires

$$M=\frac1\pi\int_0^{2\pi}\!\cos^2\theta\,\ln|\sin\theta|\,d\theta,\qquad \cos^2\theta=\tfrac12(1+\cos2\theta).$$

For the first part, let $K=\int_0^\pi\ln\sin\theta\,d\theta$. Using $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ and $\phi=\theta/2$,

$$K=\pi\ln2+2\int_0^{\pi/2}\!(\ln\sin\phi+\ln\cos\phi)\,d\phi=\pi\ln2+2K,$$

since each of the two integrals equals $K/2$. Hence $K=-\pi\ln2$, and the full circle gives $-2\pi\ln2$. For the second part, integration by parts gives

$$\int_0^{2\pi}\!\cos2\theta\ln|\sin\theta|\,d\theta
=-\int_0^{2\pi}\!\frac{\sin2\theta}2\cot\theta\,d\theta
=-\int_0^{2\pi}\!\cos^2\theta\,d\theta=-\pi .$$

The boundary terms vanish because $\sin2\theta\ln|\sin\theta|\to0$ at each zero of the sine. Thus $M=-\ln2-\tfrac12$.

The average of $1/U$ is $(\Lambda_D/W)(1/\pi)\int_0^{2\pi}\cos^2\theta|\sin\theta|\,d\theta=4\Lambda_D/(3\pi W)$. For $W\gg\Lambda_D$ the result is

$$\kappa=\kappa_0\left[\ln\frac W{\Lambda_D}+C_0+\frac{4\Lambda_D}{3\pi W}\right],\qquad
C_0=\gamma+\ln2-\tfrac12=0.770. \tag{3}$$

The slope is again $\kappa_0$. The constant $C_0$ means that a wide diffuse ribbon conducts like a sample in (2) with $L=e^{C_0}W\simeq2.16W$.

## Edges that partly reflect

Suppose a fraction $p$ of phonons is reflected specularly and the rest diffusely. Reflection preserves $\cos\theta$, so the edge condition is $h(0,\theta)=p\,h(0,-\theta)$. By mirror symmetry, the arriving value equals that of an upward phonon at $y=W$. With $h_0=h(0,\theta)$, this gives

$$h_0=p\,[1-(1-h_0)e^{-u}],\qquad 1-h_0=\frac{1-p}{1-pe^{-u}},$$

and the width average becomes

$$g_p(u)=1-\frac{(1-p)(1-e^{-u})}{u(1-pe^{-u})}.$$

Expanding the denominator in powers of $pe^{-u}$ and collecting equal exponentials,

$$g_p(u)=1-\frac{1-p}u+\frac{(1-p)^2}u\sum_{n=1}^\infty p^{n-1}e^{-nu}
=\sum_{n=1}^\infty w_n\,g_0(nu),$$

with $w_n=(1-p)^2np^{n-1}$. The last equality follows from $\sum w_n=1$ and $\sum w_n/n=1-p$. The ribbon thus acts as a weighted set of diffuse ribbons of widths $nW$. Equation (3) keeps its slope, and its constant becomes

$$C_p=C_0+\sum_{n=1}^\infty w_n\ln n .$$

For $p=0.5$, summing the series gives a shift of 0.893. As $p\to1$, put $\epsilon=1-p$ and $t=\epsilon n$. The sum becomes $\int_0^\infty te^{-t}(\ln t-\ln\epsilon)\,dt=\ln(1/\epsilon)+1-\gamma$, which diverges. Perfectly specular parallel edges never relax the current along the ribbon. Its width then supplies no cutoff, and contacts or another process must do so.

A constant $p$ is itself an idealization. A rough edge looks smoother to longer waves, so in a real ribbon $p$ can approach 1 as $q\to0$. The edge rate is then of order $(1-p)v/W$ and falls with frequency. If $1-p\propto q$, the crossover frequency varies as $1/W$ instead of $1/\sqrt W$, and the slope doubles to $2\kappa_0$. If $1-p\propto q^2$, the edge rate has the same frequency dependence as the intrinsic one, and the integral again diverges at its lower end. The logarithm with slope $\kappa_0$ thus holds for edges whose specularity tends to a value below 1 at long wavelengths; a constant $p<1$ is the simplest case.

## The example in numbers

The sheet has two in-plane branches with a common speed of 18 km/s, a rough typical value, and $A=4\times10^{-18}$ s, a round model value. Setting the model's lattice constant to $a=0.246$ nm gives a cell area $S=\sqrt3a^2/2$. One mode per cell and branch requires $\pi q_D^2/(2\pi)^2=1/S$, so $q_D=\sqrt{4\pi/S}=15.48$ nm⁻¹ and $\omega_D=2.79\times10^{14}$ rad/s. Then

$$\Lambda_D=\frac{1.8\times10^4}{4\times10^{-18}(2.787\times10^{14})^2}\ \mathrm m=57.9\ \mathrm{nm},$$

$$\kappa_0=\frac{2(1.381\times10^{-23})}{8\pi(4\times10^{-18})}\ \mathrm{W/K}=275\ \mathrm{nW/K}.$$

Division by a nominal thickness of 0.335 nm gives 820 W/(m K) per $e$-fold of size. Multiplication by $\ln10$ gives 1890 W/(m K) per decade, the step in the opening figures.

The table gives $\kappa$ in W/(m K) for $L=W$. The last column includes the quantum heat capacity discussed below and was obtained by Gauss–Legendre quadrature over frequency and angle.

| Size (µm) | Rate, (2) | Diffuse edges | Diffuse, quantum |
|---:|---:|---:|---:|
| 1 | 2380 | 2990 | 1640 |
| 10 | 4230 | 4860 | 3320 |
| 100 | 6110 | 6740 | 5170 |
| 1000 | 8000 | 8630 | 7050 |

At 10 µm, (3) reads $820\,(5.152+0.770+0.002)\simeq4860$. The classical columns differ by about $820C_0\simeq630$ W/(m K) from 10 µm upward, and by slightly less at 1 µm, while the logarithm keeps growing. Specularity 0.5 would add $820\times0.893\simeq730$ W/(m K) to the diffuse value at 10 µm.

## Quantum heat capacity

The classical model requires $k_BT\gg\hbar\omega_D$. Here $\hbar\omega_D/k_B=2130$ K, so 300 K is far too cold for the upper modes. The heat capacity $k_B$ must be multiplied by

$$c(s)=\frac{s^2e^s}{(e^s-1)^2},\qquad s=\frac{\hbar\omega}{k_BT}.$$

Since $c\to1$ as $s\to0$, the long waves and the final slope are unchanged. The upper cutoff follows from one integration by parts:

$$\int_\epsilon^\infty\!\frac{c(s)}s\,ds
=\frac\epsilon{e^\epsilon-1}+\int_\epsilon^\infty\!\frac{ds}{e^s-1}
=\frac\epsilon{e^\epsilon-1}-\ln(1-e^{-\epsilon})\to1+\ln\frac1\epsilon .$$

Thus, when $\omega_c\ll k_BT/\hbar\ll\omega_D$, the frequency $\omega_D$ in the logarithm is replaced by $e\,k_BT/\hbar$, with $e$ the base of natural logarithms. At 300 K this is $1.07\times10^{14}$ rad/s. The predicted loss is $820\times2\ln(2.79/1.07)\simeq1570$ W/(m K), close to the 1580 W/(m K) in the last row.

In small samples the quantum slope is lower: the first decade adds 1680 W/(m K). Differentiating (1), with the boundary rate and $c$ included, shows why. With $r=\omega/\omega_c$ and $\omega_D\gg\omega_c$,

$$\frac{d\kappa}{d\ln L}=\kappa_0\int_0^\infty\frac{2r\,c}{(1+r^2)^2}\,dr .$$

The weight has unit area and is concentrated around $\omega_c$. At 1 µm, $\omega_c=6.7\times10^{13}$ rad/s, or $1.7\,k_BT/\hbar$, where $c\simeq0.79$. At 10 µm it has fallen to $2.1\times10^{13}$ rad/s, where $c\simeq0.98$, and the remaining loss of slope comes mainly from the part of the weight above $\omega_c$. With the equivalent length $L=2.16W$ found for wide diffuse ribbons, integrating this slope over the first decade gives about 1680 W/(m K), close to the 1675 W/(m K) between the unrounded table entries. The full slope returns as the sample grows.

## The model beside real graphene

Suspended graphene near room temperature conducts, very roughly, a few thousand W/(m K). The model's values are of that size, but the agreement is no confirmation, since $A$ was chosen round and the slope varies as $1/A$. The quantum correction is large: at 10 µm it multiplies the diffuse-edge result by 0.68. Highly specular edges could change the value by as much in the other direction. Giving the branches speeds of 14 and 21 km/s, with $A$ and $q_D$ fixed, changes the value from (2) by only about 1%. Real branches also have different $A$, which would change the slope.

The flexural branch is missing altogether. With $\omega=bq^2$ and a rough $b=0.5$ mm²/s, its ballistic conductance can be compared with that of the in-plane branches. Each is proportional to $\int q\,(d\omega/dq)\,c\,dq$, and quadrature gives a ratio of 0.80 at 300 K (0.70 to 0.86 for $b$ from 0.4 to 0.6 mm²/s). This branch is therefore no small correction, though its diffusive share depends on scattering not treated here.

Flexural waves also scatter the in-plane ones, because an in-plane phonon can decay into two flexural phonons. At small $q$ these have nearly opposite wavevectors of magnitude $k$, with $2bk^2=vq$. The squared coupling then varies as $q$, the thermal occupation as $1/q$, and the density of final pairs is constant, so at lowest order the decay rate tends to a constant as $q\to0$. That order fails once $k$ falls below about 1.5 nm⁻¹, where thermal fluctuations stiffen the flexural waves; with the parameters below this means in-plane frequencies under about $2\times10^{12}$ rad/s, the crossover of the 1 mm row. For an unstrained, isotropic elastic sheet with branch speeds of 14 and 21 km/s, the value of $b$ above and a mass density of 0.76 mg/m², lowest-order perturbation theory gives roughly 3 to $5\times10^{11}$ s⁻¹ at 300 K, against $v/L=1.8\times10^9$ s⁻¹ at 10 µm. The rate varies as $b^{-3}$: $b=0.6$ mm²/s gives 1.6 to $2.8\times10^{11}$ s⁻¹. The decay conserves momentum, but the slow flexural pair keeps only about 6% of the heat current of a longitudinal wave at $2\times10^{13}$ rad/s, and less at lower frequency. Taken as a relaxation rate, it limits long in-plane waves to paths of about 50 to 90 nm and ends their logarithm far below the sizes in the table. Tension weakens this decay at long wavelengths. The table therefore describes the model and does not predict the conductivity of graphene. Isotopes and the collective effect of momentum-conserving collisions are also omitted.

A substrate can also end the growth. If it adds a frequency-independent rate $1/\tau_s$, then $v/L$ in (2) becomes $v/L+1/\tau_s$, and $\kappa$ saturates once $L\gg v\tau_s$. Within the relaxation-time model, widening therefore raises the in-plane conductivity appreciably only while no such process, from a substrate or from the sheet's own flexural waves, limits the long waves first. This is not a rule for real sheets: heat carried by flexural waves, and collective flow under momentum-conserving collisions, can keep the conductivity rising with width well beyond that point.

## What each derivation assumes

Both derivations assume linear response, a relaxation time, the $\omega^2$ law down to frequencies below $\omega_c$, and phonons that travel as rays. At 10 µm the crossover wavelength $2\pi v/\omega_c$ is 5.3 nm, far below the width. At the cutoff, $A\omega_D=1.1\times10^{-3}$, so the damping per radian is small.

The first derivation assumes the boundary rate itself. It needs no particular shape, but the meaning of $L$ is uncertain by a numerical factor. The second assumes a long ribbon and an edge law, and derives the reduction of the current. It therefore fixes the constant for that geometry.

Their common slope has a general reason. Let a boundary change $\tau$ to $\tau S(x)$, with $x=\Lambda/L$. Since $x\propto\omega^{-2}$, (1) becomes

$$\frac\kappa{\kappa_0}=\int_{\Lambda_D/L}^\infty\!\frac{S(x)}x\,dx
=\ln\frac L{\Lambda_D}+\int_{\Lambda_D/L}^1\!\frac{S-1}x\,dx+\int_1^\infty\!\frac Sx\,dx .$$

If $S-1$ vanishes as a positive power of $x$ at small $x$, and $S$ falls at least as a negative power at large $x$, the last two integrals tend to constants. An edge law of this form can change those constants, but not the coefficient of the logarithm. The form requires $S$ to depend on frequency only through $\Lambda/L$, which excludes a specularity that varies with wavelength.

The derivations do part company in narrow samples. The rate model limits every long path to $L$. In a diffuse ribbon, phonons nearly parallel to the edges go further. For $\Lambda\gg W$, using $g_0\simeq W/(2\Lambda|\sin\theta|)$ down to angles of order $W/\Lambda$ gives, to leading logarithm,

$$\Lambda S\simeq\frac{2W}\pi\ln\frac\Lambda W .$$

A single boundary length therefore describes the growth in wide samples, but misses this dependence on $\Lambda$ in narrow ones.

Numerical values quoted here were computed with a short program.
